# Lorentz factors of tetragonal and orthorhombic lattices: unequal, yet summing to one

Put identical, isotropically polarizable points on a lattice with edges 0.40, 0.40 and 0.42 nm, and apply a macroscopic field of 1 MV/cm (0.1 V/nm). If the field lies along a short edge, each point feels 3.02 MV/cm. If it lies along the long edge, each point feels 2.14 MV/cm. The relative permittivities in the two directions are 6.65 and 5.00. Nothing in the model prefers a direction except a five per cent difference in spacing.

## The belief and its appeal

The belief is that the field polarizing an atom in a dielectric is

$$E_{\rm loc}=E+\frac{P}{3\varepsilon_0},$$

whatever the crystal. Here $E$ is the macroscopic field, averaged over a unit cell, and $P$ is the dipole moment per volume.

The argument behind it is sound up to its last step. Draw a large sphere around the atom. Treat the matter outside as a continuum and the dipoles inside one by one. To find the outside contribution, start from a uniformly polarized ball. It is a ball of charge density $\rho$ displaced by $\mathbf d$ from a ball of density $-\rho$, with $\mathbf P=\rho\mathbf d$. A uniform ball has the interior field $\rho\mathbf r/3\varepsilon_0$, so the pair gives

$$\frac{\rho(\mathbf r-\mathbf d)}{3\varepsilon_0}-\frac{\rho\mathbf r}{3\varepsilon_0}=-\frac{\mathbf P}{3\varepsilon_0}.$$

The macroscopic field is the sum of this and the field of the outside matter and external sources. The latter is therefore $\mathbf E+\mathbf P/3\varepsilon_0$.

So the one third is real, but it belongs to the sphere, which is a device of the calculation. The dipoles inside must still be added. A dipole $p$ along axis $i$, at displacement $\mathbf r$ from the atom, contributes $p(3x_i^2-r^2)/(4\pi\varepsilon_0r^5)$. With cell volume $v$ and $P=p/v$, the full result is

$$E_{{\rm loc},i}=E_i+L_i\frac{P_i}{\varepsilon_0},\qquad L_i=\frac13+\frac{v}{4\pi}{\sum_{\mathbf r\ne0}}\frac{3x_i^2-r^2}{r^5}.$$

The sum is taken over a growing sphere; its value depends on that shape, and the sphere matches the one used outside. In a cubic lattice $x^2$, $y^2$ and $z^2$ have equal sums on every shell, so $3x_i^2$ sums to the same value as $r^2$ and the lattice term vanishes. The belief extends this cancellation to lattices that lack the symmetry. For the tetragonal cell above the lattice terms are $+0.0243$ along each short edge and $-0.0487$ along the long one.

## Why the sum is nevertheless one

Consider a simple orthorhombic lattice, with edges $a,b,c$ and one point dipole $\mathbf p$ per cell. Let $\varphi$ be the periodic potential of unit charges on the sites in a uniform neutralizing background:

$$\nabla^2\varphi=-\frac1{\varepsilon_0}\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1v\right].$$

A lattice of dipoles is a lattice of charges $q$ displaced by a small $\mathbf d$ from a lattice of charges $-q$, with $\mathbf p=q\mathbf d$. The backgrounds cancel, and the potential is

$$q\left[\varphi(\mathbf r-\mathbf d)-\varphi(\mathbf r)\right]\to-\mathbf p\cdot\nabla\varphi.$$

Its field is $E_i=\sum_jp_j\,\partial_i\partial_j\varphi$. As the gradient of a periodic function it has zero cell average, provided that the field inside the dipoles is included. It is thus the field to be added to the macroscopic one.

A dipole does not act on itself, so subtract its own charge potential: $\varphi'=\varphi-1/(4\pi\varepsilon_0r)$. Then

$$E_{{\rm loc},i}-E_i=\sum_jp_j\,\partial_i\partial_j\varphi'(0)=\sum_jL_{ij}\frac{P_j}{\varepsilon_0},\qquad L_{ij}=\varepsilon_0v\,\partial_i\partial_j\varphi'(0).$$

At the origin the site's own delta function is gone and the other charges are elsewhere. Only the background remains, so $\nabla^2\varphi'(0)=1/(\varepsilon_0v)$, and

$$L_a+L_b+L_c=\varepsilon_0v\,\nabla^2\varphi'(0)=1.$$

Reflection in each mirror plane reverses the sign of a mixed derivative, so the off-diagonal entries vanish. No further symmetry was used. A fourfold axis makes two diagonal entries equal, and cubic symmetry makes all three equal, hence one third each. The symmetry meant is that of the site. At the midpoint of a cell edge, where oxygen sits relative to titanium in a cubic perovskite, the field of a simple cubic dipole lattice has the factors 2.727 along the edge and $-0.864$ across it. A cubic crystal therefore does not guarantee one third at every site.

This fixes what a tetragonal lattice can do: $L_a=L_b$, with $L_c$ free to differ. Three unequal factors require lower symmetry, such as orthorhombic.

A second set of three numbers also sums to one and must be kept apart. An ellipsoidal sample in an external field $E_0$ has the interior field $E_i=E_{0,i}-N_iP_i/\varepsilon_0$, where the $N_i$ depend on the sample's shape. Substitution gives $E_{{\rm loc},i}=E_{0,i}+(L_i-N_i)P_i/\varepsilon_0$. Reshaping the sample changes $N_i$ and the relation between $E$ and $E_0$. It leaves $L_i$, a property of the lattice, unchanged.

## Computing one factor at a time

In the spherical sum the three lattice terms add to zero term by term, so adding the factors tests nothing. A second route finds each factor separately. Divide the lattice into rows parallel to $c$. The line density of a row of unit charges has the Fourier series

$$\sum_n\delta(z-nc)=\frac1c\left[1+2\sum_{m\ge1}\cos k_mz\right],\qquad k_m=\frac{2\pi m}{c}.$$

A line density $\cos kz$ produces a potential $f(\rho)\cos kz$ at distance $\rho$. Away from the line $f''+f'/\rho-k^2f=0$. The solution that decays, and that behaves as $-\ln\rho/(2\pi\varepsilon_0)$ near a unit line charge, is $f=K_0(k\rho)/(2\pi\varepsilon_0)$, with $K_0$ the modified Bessel function. The constant part of the density, together with the background, gives a potential independent of $z$ and no field along $z$. Hence a row at distance $\rho\neq0$ contributes

$$\partial_z^2\varphi_{\rm row}\Big|_{z=0}=-\frac{1}{\pi\varepsilon_0c}\sum_{m\ge1}k_m^2K_0(k_m\rho)=-\frac{4\pi}{\varepsilon_0c^3}\sum_{m\ge1}m^2K_0\!\left(\frac{2\pi m\rho}{c}\right).$$

In the site's own row, a charge at distance $|n|c$ contributes $2/(4\pi\varepsilon_0|n|^3c^3)$. Summing both sides gives $\zeta(3)/(\pi\varepsilon_0c^3)$, where $\zeta(3)=\sum_{n\ge1}n^{-3}$. Multiplication by $\varepsilon_0v=\varepsilon_0abc$ yields

$$L_c=\frac{ab}{c^2}\left[\frac{\zeta(3)}{\pi}-4\pi\sum_{\rho\ne0}\sum_{m\ge1}m^2K_0\!\left(\frac{2\pi m\rho}{c}\right)\right].$$

The other factors follow by exchanging the edges. Now the sum rule is a real test, and the computed factors pass it:

- edges 0.40, 0.40, 0.42 nm: $0.3577,\ 0.3577,\ 0.2847$; sum 1.00000000;
- edges 0.39, 0.40, 0.42 nm: $0.3839,\ 0.3440,\ 0.2721$; sum 1.00000000.

The second line is an example of three unequal factors.

The formula also shows where the tetragonal change comes from. With $\zeta(3)/\pi=0.3826$, the own-row term falls from 0.3826 in the cubic lattice to $0.3826/1.05^2=0.3470$, a drop of 0.0356. The total drop is $0.3333-0.2847=0.0486$. Thus, at fixed $a$, about three quarters of it comes from the wider spacing along the row. The rest comes from the other rows, whose opposing contribution grows.

Near the cubic shape $dL_c/d(c/a)=-1.01$: one per cent of elongation lowers $L_c$ by about 0.010, or three per cent of its value.

## Two limits beyond the range zero to one

When $c\ll a$, the arguments $2\pi m\rho/c$ are large and the Bessel terms are exponentially small. Only the own row survives:

$$L_c\simeq\frac{\zeta(3)}{\pi}\frac{a^2}{c^2}.$$

At $c/a=0.5$ this gives 1.5305, against 1.5303 from the full sum. Dipoles in a dense row reinforce one another head to tail. The sum rule then requires $L_a=(1-1.5303)/2=-0.265$: dipoles lying side by side oppose one another strongly enough to make the local field smaller than the macroscopic one.

For $c\gg a$, divide the lattice into layers normal to $c$. In a wide slab polarized along $c$, with no external field, the macroscopic field is $-P/\varepsilon_0$. The field at a central site is also the direct sum over layers, $p(T_0+2\sum_{n\ge1}T_n)/(4\pi\varepsilon_0)$, where

$$T_n=\sum_{\boldsymbol\rho}\frac{2z_n^2-\rho^2}{(\rho^2+z_n^2)^{5/2}},\qquad z_n=nc,$$

with the site itself omitted from $T_0$. Equating this with $-P/\varepsilon_0+L_cP/\varepsilon_0$ and using $p=vP$,

$$L_c=1+\frac{v}{4\pi}\left(T_0+2\sum_{n\ge1}T_n\right).$$

A uniform dipole sheet has no field outside itself. The field of a layer therefore contains only in-plane harmonics of wave number $G\ge2\pi/a$, which obey Laplace's equation and decay as $e^{-Gz}$. For widely spaced layers only $T_0=-S/a^3$ remains, where $S=\sum_{\boldsymbol\rho\neq0}(a/\rho)^3=9.0336$ for the square lattice. With $v=a^2c$,

$$L_c\simeq1-\frac{S}{4\pi}\frac ca.$$

At $c/a=2$ this gives $-0.4377$, against $-0.4376$ from the full sum, while $L_a=0.7188$. The factor $L_c$ passes through zero at $c/a=1.399$. A Lorentz factor is therefore not confined between zero and one. It is the sum that is fixed.

## What this does to the permittivity

Let each site have the isotropic polarizability $4\pi\varepsilon_0\alpha'$, with polarizability volume $\alpha'=0.010\ \mathrm{nm^3}$. Then $p_i=4\pi\varepsilon_0\alpha'E_{{\rm loc},i}$ and

$$P_i=\varepsilon_0x\,E_{{\rm loc},i},\qquad x=\frac{4\pi\alpha'}{v}.$$

Inserting this in the local-field relation gives $E_{{\rm loc},i}=E_i+L_ix\,E_{{\rm loc},i}$, so

$$E_{{\rm loc},i}=\frac{E_i}{1-L_ix},\qquad\varepsilon_i=1+\frac{P_i}{\varepsilon_0E_i}=1+\frac{x}{1-L_ix}.$$

At zero macroscopic field, the unpolarized state is stable against uniform polarization only while $L_ix<1$ for each axis. This condition is necessary but not sufficient, since patterns of alternating dipoles can become unstable first. For the tetragonal cell $v=0.0672\ \mathrm{nm^3}$ and $x=1.870$. Along $c$,

$$1-L_cx=1-0.2847\times1.870=0.4676,\qquad\varepsilon_c=1+\frac{1.870}{0.4676}=5.00.$$

Along $a$, $1-0.35766\times1.870=0.3312$ and $\varepsilon_a=6.65$. The reciprocals of 0.4676 and 0.3312 are the field enhancements 2.14 and 3.02 of the opening. Feedback amplifies a modest difference in $L$, because the denominators are well below one.

Using one third for both axes gives a single permittivity of 5.96. This is 10% below the lattice result along $a$ and 19% above it along $c$. The orthorhombic cell, with the same $\alpha'$, gives 8.27, 6.64 and 5.01, where one third would give 6.32 throughout.

The error persists if the correct permittivity is supplied. From $P=\varepsilon_0(\varepsilon-1)E$, the universal formula gives $E_{\rm loc}=(\varepsilon+2)E/3$. Along the tetragonal $c$ axis this is 2.33 MV/cm instead of 2.14, an excess of 9%; along $a$ it is 2.88 instead of 3.02, a deficit of 5%. The correct expression is $[1+L_i(\varepsilon_i-1)]E_i$.

The permittivities can also be found without $L_i$. Take a free film of 24 layers in an external normal field $E_0$, and solve for the dipole in each layer from the couplings $T_n$. Continuity of the normal displacement, $\varepsilon_0E_0=\varepsilon_0E+P$, gives $\varepsilon=E_0/E=1/[1-P/(\varepsilon_0E_0)]$. The central layers yield 6.6465 for films normal to $a$ and 4.9988 for films normal to $c$, against 6.6464 and 4.9988 from the formula.

The sum rule leaves a trace in the permittivities. Since $1/(\varepsilon_i-1)=(1-L_ix)/x=1/x-L_i$,

$$\sum_i\frac1{\varepsilon_i-1}=\frac3x-1.$$

For the tetragonal cell both sides are 0.604. At fixed cell volume and isotropic $\alpha'$, distortion redistributes the three terms but keeps their sum. The terms can describe a stable lattice only while every $L_ix$ stays below one, which a large distortion can violate. If all three permittivities equal $\varepsilon$, then $3/x=3/(\varepsilon-1)+1=(\varepsilon+2)/(\varepsilon-1)$, or $(\varepsilon-1)/(\varepsilon+2)=x/3$. This is the Clausius–Mossotti relation, recovered as the cubic case.

## When the sum itself fails

The proof required the other charges to be absent from the site. Real electron clouds have a size. Suppose that each dipole is a Gaussian cloud and feels the field averaged over its own cloud. The interaction then involves the convolution of two clouds, a normalized density $g(r)=e^{-r^2/w^2}/(\pi^{3/2}w^3)$. Neighbours now contribute charge at the site, and Poisson's equation gives

$$L_a+L_b+L_c=1-v\sum_{\mathbf R\ne0}g(R).$$

A rough width follows from requiring that the self-interaction equal the inverse polarizability. The potential of $g$ is proportional to

$$\frac{\operatorname{erf}(r/w)}{r}=\frac{2}{\sqrt\pi\,w}\left(1-\frac{r^2}{3w^2}+\dots\right),$$

whose second derivative at the centre is $-4/(3\sqrt\pi w^3)$. Setting its magnitude equal to $1/\alpha'$ gives $w=(4\alpha'/3\sqrt\pi)^{1/3}=0.196$ nm, about half the lattice spacing.

The tetragonal factors become 0.304, 0.304 and 0.257, with sum 0.865. The permittivities fall to 5.3 and 4.6, which is 20% and 8% below the point-dipole values. With this rough width, overlap is thus about as important as the departure from one third; the result is very sensitive to the width, since $w=0.15$ nm lowers the permittivities by only 3% and 1%, and $w=0.22$ nm by 29% and 14%. It reduces the anisotropy without restoring the universal factor.

## Beside a real oxide film

The spacing and the permittivities of 5 to 7 lie roughly in the regime of the electronic, high-frequency response of perovskite titanate films. A $c/a$ of 1.05 is large for a film strained by its substrate, though near that of strongly tetragonal lead titanate. The calculated refractive indices, $\sqrt{6.65}=2.58$ and $\sqrt{5.00}=2.24$, differ by 0.34; in real tetragonal titanates the difference is roughly below 0.1. Part of the excess comes from treating the dipoles as points: with the Gaussian clouds above, the calculated difference is 0.17, although some of this reduction reflects a lower mean index, and the figure depends on the rough width (0.31 for $w=0.15$ nm, 0.10 for $w=0.22$ nm). The assumption of one isotropic dipole per cell fails as well. A perovskite has five atoms per cell, and its sites need a matrix of coupling factors. Even anisotropic polarizability alone can remove the effect. Equal permittivities require $1/x_c-L_c=1/x_a-L_a$, hence

$$\frac{\alpha'_c}{\alpha'_a}=\frac1{1-x_a(L_a-L_c)}=1.16.$$

A polarizability 16% larger along $c$ hides the whole lattice anisotropy. Equal measured permittivities therefore do not prove equal Lorentz factors.

Slow fields also displace ions, which this model omits. With $L_a$ fixed, raising $\alpha'$ by 50% would bring $L_ax$ to one, where the formula for the uniform response along $a$ diverges. The point-dipole lattice becomes unstable even earlier, to rows along $a$ whose polarization alternates in sign like a chessboard. The field of a dipole's own row, $4\zeta(3)p/(4\pi\varepsilon_0a^3)$, is alone enough to sustain the dipoles at $\alpha'=a^3/[4\zeta(3)]=0.0133\ \mathrm{nm^3}$, 33% above the value used, and the oppositely polarized nearest rows add to it. With all rows included this pattern is the first to become unstable, at $\alpha'=0.0121\ \mathrm{nm^3}$ (21% above the value used) in the tetragonal cell and at $0.0114\ \mathrm{nm^3}$ (14% above) in the orthorhombic one. Both examples are thus stable, with a modest margin. Additional ionic polarizability can thus change the response drastically, so the electronic result must not be extended to the static permittivity.

Other corrections are smaller for these numbers. The 24-layer film is 10.1 nm thick, and its average response gives $\varepsilon_c=4.97$, or 0.5% below the bulk value, because its surface layers lack neighbours on one side. A differential thermal expansion of roughly $10^{-5}$ per kelvin changes $c/a$ by 0.001 over 100 K, and $L_c$ by $-0.001$. This estimate is for ordinary expansion; in a ferroelectric approaching its transition, $c/a$ can change much faster. The largest induced dipole in the tetragonal example corresponds to moving one electron charge by 2.1 pm, about 0.5% of the spacing.

Injected charge would make $E$ non-uniform. For a triangular barrier of height $\phi=1$ eV and the free electron mass $m$, the semiclassical tunnelling exponent is

$$\frac2\hbar\int_0^{\phi/eE}\!\sqrt{2m(\phi-eEz)}\,dz=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE}=68.$$

In a film thicker than the barrier width $\phi/eE=10$ nm, tunnelling is suppressed by $e^{-68}$ and is negligible at 1 MV/cm; in thinner films the suppression is weaker. Thermal emission over the same barrier has the factor $e^{-\phi/k_BT}\approx e^{-39}$ at 300 K, much larger than $e^{-68}$. In a film about 4 nm thick the tunnelling and thermal factors are comparable, and in still thinner films tunnelling has the larger one. These figures assume the free electron mass and an unlowered barrier. The tunnelling exponent scales as the square root of the mass: it is 37 for $0.3m$, and the crossover thickness is 6.6 nm for $0.5m$ and 2.9 nm for $2m$. Image-force lowering, $\sqrt{e^3E/4\pi\varepsilon_0\varepsilon}\approx0.17$ eV for $\varepsilon=5$, raises the thermal factor to about $e^{-32}$. Conduction through traps and breakdown at defects are not covered by these estimates. Near a defect the lattice symmetry is broken as well, and neither one third nor the bulk $L_i$ can be assumed for the local field there. The remaining computed values are in the numerical output.

## Numbers as computed

```
polarizability volume = 0.010 nm^3
macroscopic field = 1.0 MV/cm
cubic L_a, L_b, L_c = [0.333333 0.333333 0.333333]
simple tetragonal scan: c/a, L_a, L_c, sum (dimensionless)
  0.5  -0.26513  1.53026  1.00000000
  0.8  0.20802  0.58396  1.00000000
  1.0  0.33333  0.33333  1.00000000
  1.2  0.42279  0.15441  1.00000000
  1.5  0.53759  -0.07518  1.00000000
  2.0  0.71878  -0.43757  1.00000000
chain limit of L_c at c/a=0.5 = 1.53051
square-lattice sum S = 9.0336
layer limit of L_c at c/a=2 = -0.43774
c/a where L_c=1 and L_a=0: 0.6180
c/a where L_c=0: 1.3988
slope dL_c/d(c/a) at c/a=1: -1.0099
tetragonal cell edges = (0.4, 0.4, 0.42) nm
  volume = 0.06720 nm^3, x = 1.8700
  L_a, L_b, L_c = [0.35766 0.35766 0.28468] sum = 1.00000000
  lattice sums L-1/3 = [ 0.02432  0.02432 -0.04865]
  eps_a, eps_b, eps_c = [6.6464 6.6464 4.9988]
  eps from film centres = [6.6465 6.6465 4.9988]
  eps if every L were 1/3 = 5.9646
  sum 1/(eps-1) = 0.60428
  local fields = [3.0195 3.0195 2.1384] MV/cm
  (eps+2)/3 estimate = [2.8821 2.8821 2.3329] MV/cm
orthorhombic cell edges = (0.39, 0.4, 0.42) nm
  volume = 0.06552 nm^3, x = 1.9179
  L_a, L_b, L_c = [0.38392 0.34402 0.27205] sum = 1.00000000
  lattice sums L-1/3 = [ 0.05059  0.01069 -0.06128]
  eps_a, eps_b, eps_c = [8.2745 6.6379 5.0106]
  eps from film centres = [8.2745 6.6379 5.0106]
  eps if every L were 1/3 = 6.3175
  sum 1/(eps-1) = 0.56417
  local fields = [3.7929 2.9396 2.0911] MV/cm
  (eps+2)/3 estimate = [3.4248 2.8793 2.3369] MV/cm
neglected effects, tetragonal example:
  Gaussian cloud width w = 0.1959 nm
  cloud L_a, L_b, L_c = [0.3039 0.3039 0.2567]
  cloud sum of L = 0.8646, overlap = 0.1354
  cloud eps_a, eps_b, eps_c = [5.333 5.333 4.596]
  alpha_c/alpha_a hiding the anisotropy = 1.1580
  added polarizability to instability = 49.5 %
  24-layer film thickness = 10.08 nm
  film-average eps_c = 4.9730
  rough c/a change over 100 K = 0.0010
  resulting change of L_c = -0.00101
  largest charge displacement p/e = 2.097 pm
  tunnelling exponent, 1.0 eV barrier = 68.3
```
